# Lattice-constant errors and the bulk modulus of cubic crystals

A relative change $x$ in the lattice constant of a cubic crystal, made along one fixed energy curve, changes the bulk modulus by the relative amount $\delta B/B_0 = -3B'_0x + O(x^2)$, where $B' = dB/dP$. For an approximate functional whose own minimum lies at $x$, the result is $\delta B/B_0 = -3(B'_0+m)\,x + O(x^2)$, where the pure number $m$ describes the shape of the error in the energy. To first order in $x$, a lattice constant one percent too short therefore stiffens $B$ by more than ten percent when $B'_0+m > 10/3$. For $B'_0=4$ the condition requires $m>-2/3$, so it is met when $|m|$ is small. It is not met for every error.

## Problem

A cubic crystal, treated as a static lattice at zero temperature, has energy per atom $E(V)$, with volume per atom $V\propto a^3$. The curve has its minimum at $V_0$, and the subscript 0 marks values there. Let $a = a_0(1+x)$.

(a) Find $B(a)/B_0$ to second order in $x$.

(b) An approximate functional gives $E+\Delta E$, with its minimum at $x$. Find its bulk modulus at that minimum.

(c) Estimate the size of $B'_0$.

(d) Evaluate the results for $x=-0.01$ with chosen parameters for a soft monovalent bcc metal.

## Solution

### (a) One fixed curve

The definitions are $P=-dE/dV$, $B=-V\,dP/dV = V\,d^2E/dV^2$, $B'=dB/dP$ (dimensionless) and $B''=d^2B/dP^2$. Primes on $B$ mean derivatives with respect to pressure, not volume.

Let $s=\ln(V/V_0)$, so that $d/ds = V\,d/dV$. The definition of $B$ then reads $dP/ds=-B$, and the chain rule gives

$$\frac{d\ln B}{ds}=\frac1B\,\frac{dB}{dP}\,\frac{dP}{ds}=\frac1B\,B'\,(-B)=-B'.$$

The minus sign says that compression stiffens a solid with $B'>0$. Differentiating again with the same rule,

$$\frac{d^2\ln B}{ds^2}=-\frac{dB'}{dP}\,\frac{dP}{ds}=BB''.$$

Taylor expansion about $s=0$ gives $\ln(B/B_0)=-B'_0s+\tfrac12B_0B''_0s^2+O(s^3)$.

Since $V/V_0=(1+x)^3$, we have $s=3\ln(1+x)=3x-\tfrac32x^2+O(x^3)$ and $s^2=9x^2+O(x^3)$. This is the origin of the factor 3, which is lost if a length error is confused with a volume error. Substituting,

$$L\equiv\ln\frac{B}{B_0}=-3B'_0x+\left(\tfrac32B'_0+\tfrac92B_0B''_0\right)x^2+O(x^3).$$

Now $\delta B/B_0=e^L-1=L+\tfrac12L^2+\dots$, and $\tfrac12L^2=\tfrac92B_0'^2x^2+O(x^3)$, so

$$\frac{\delta B}{B_0}=-3B'_0x+c_2x^2+O(x^3),\qquad c_2=\tfrac92\left(B_0'^2+B_0B''_0\right)+\tfrac32B'_0 .$$

In the same way $dP/ds=-B$ with $P(0)=0$ gives $P=-B_0s+\dots=-3B_0x+O(x^2)$.

If $B'$ is constant, which is the Murnaghan assumption, $d\ln B/ds=-B'$ integrates exactly to $B/B_0=e^{-B's}=(1+x)^{-3B'}$. A ten percent rise at $x=-0.01$ needs $0.03B'_0>0.1$, or $B'_0>10/3$, in the linear rule. In the Murnaghan form it needs $B'>\ln1.1/(-3\ln0.99)=3.1611$.

For a non-cubic crystal the volume statements survive provided $E(V)$ is taken with the cell shape and any free internal coordinates relaxed at each volume, since $V\,d^2E/dV^2$ is then the response to hydrostatic pressure, which at fixed shape it in general is not. The relation $s=3\ln(1+x)$ assumes that all axes scale together. With hexagonal axes, $V\propto a^2c$ and $s\approx2\,\delta a/a+\delta c/c$. The rule $\delta B/B_0\approx-B'_0s$ then applies only when $\delta a$ and $\delta c$ follow the relaxed path of the crystal under pressure; an error in $c/a$ off that path changes $B$ by an amount that $s$ alone does not fix.

### (b) An approximate functional

Part (a) evaluates the true curve at the wrong volume. A calculation evaluates a wrong curve at its own minimum $V_1=V_0(1+x)^3$, and the two moduli differ by the curvature of the error. Let primes on $\Delta E$ denote $d/dV$. The minimum condition $dE/dV+\Delta E'=0$, with $dE/dV=-P$, gives

$$\Delta E'(V_1)=P(V_1)\approx-3B_0x .$$

An error that rises with volume ($\Delta E'>0$) favours small volumes and gives $x<0$: it acts as a spurious external pressure. The computed modulus is $V_1$ times the second derivative of $E+\Delta E$. Defining $m=V\Delta E''/\Delta E'$ at $V_1$,

$$B_{\rm app}=B(V_1)+V_1\Delta E''(V_1)=B(V_1)+m\,\Delta E'(V_1)=B(V_1)+m\,P(V_1),$$

which is exact. Inserting $B(V_1)=B_0(1-3B'_0x)$ and $P(V_1)=-3B_0x$ from (a) and dividing by $B_0$,

$$\frac{B_{\rm app}-B_0}{B_0}=-3\,(B'_0+m)\,x+O(x^2).$$

For $\Delta E=cV^n$ one has $\Delta E'=ncV^{n-1}$ and $V\Delta E''=n(n-1)cV^{n-1}$, so $m=n-1$. An error linear in $V$, a constant spurious pressure, has $m=0$, and part (a) then applies exactly. An error in a term proportional to $1/a\propto V^{-1/3}$ has $m=-4/3$, and an error in a term proportional to $1/V$ has $m=-2$. The rule $-3B'_0x$ describes a functional only when $|m|\ll B'_0$. It fails completely when $\Delta E'$ nearly vanishes while $\Delta E''$ does not: the lattice constant is then right and $B$ is still wrong by $V\Delta E''$.

If the approximate curve is evaluated at the true volume $V_0$, its modulus is $B_0+V_0\Delta E''(V_0)\approx B_0(1-3mx)$, because $\Delta E'(V_0)$ and $\Delta E'(V_1)$ differ only at order $x^2$. The $B'_0$ term has gone, so for small $|m|$ most of the error in $B$ is an error of volume.

### (c) The size of $B'_0$

Let $E=\sum_ie_i(V_0/V)^{n_i}=\sum_ie_i\,e^{-n_is}$. One term $e\,(V_0/V)^n$ contributes $P=ne\,(V_0/V)^{n+1}/V_0$. Since $d/ds$ multiplies $(V_0/V)^{n+1}$ by $-(n+1)$, it contributes $B=-dP/ds=n(n+1)e\,(V_0/V)^{n+1}/V_0$ and $-dB/ds=n(n+1)^2e\,(V_0/V)^{n+1}/V_0$. At $V_0$, equilibrium requires $\sum_in_ie_i=0$, and $B'=-(dB/ds)/B$ from (a) gives

$$B_0=\frac{S_1}{V_0},\qquad B'_0=\frac{S_2}{S_1},\qquad S_1=\sum_in_i(n_i+1)e_i,\qquad S_2=\sum_in_i(n_i+1)^2e_i .$$

For a repulsion with exponent $n$ and an attraction with exponent $k<n$, equilibrium reads $ne_1=-ke_2\equiv w$. Then $S_1=w[(n+1)-(k+1)]$ and $S_2=w[(n+1)^2-(k+1)^2]$, and factoring the difference of squares gives

$$B'_0=n+k+2 .$$

A Coulomb attraction ($k=1/3$) against a repulsion proportional to density ($n=1$) gives $B'_0=3.33$. Lennard-Jones distances $r^{-12}$ and $r^{-6}$, with $r\propto V^{1/3}$, mean $n=4$ and $k=2$, so $B'_0=8$. The amplification $3B'_0$ runs from 10 to 24 between these cases. In $B'_0=(n+1)+(k+1)$ the first part is $S_2/S_1$ for the repulsion alone. The attraction adds $k+1$ because it removes the fraction $\rho=(k+1)/(n+1)$ from $S_1$ but only the smaller fraction $\rho^2$ from $S_2$, so that $S_2/S_1=(n+1)(1-\rho^2)/(1-\rho)=(n+1)(1+\rho)$.

### (d) Numbers

The chosen inputs are $a_0=6.05\times10^{-10}$ m, $B_0=2.0\times10^9$ Pa, $B'_0=4$ and $x=-0.01$; these are illustrative values, not measured data for any material. A bcc cell holds two atoms, so $V_0=a_0^3/2=1.10723\times10^{-28}$ m³. Then $a_1=5.98950\times10^{-10}$ m, $V_1/V_0=0.99^3=0.970299$ and $s=-0.030151$. The linear estimates are $\delta B/B_0=-3(4)(-0.01)=12.00\,\%$, so $B=2.24\times10^9$ Pa, and $P=-3(2.0\times10^9\ \text{Pa})(-0.01)=6.0\times10^7$ Pa.

The higher orders need a full curve. Besides the Murnaghan form, two standard forms serve as model curves, with $\eta=(V/V_0)^{1/3}=1+x$:

$$P_{\rm Vinet}=3B_0\,\frac{1-\eta}{\eta^2}\,e^{\frac32(B'_0-1)(1-\eta)},$$

$$P_{\rm BM3}=\tfrac32B_0\left(\eta^{-7}-\eta^{-5}\right)\left[1+\tfrac34(B'_0-4)(\eta^{-2}-1)\right],$$

the second being the third-order Birch–Murnaghan form. They share $B_0$ and $B'_0$ and differ in $B''_0$, which is found by numerical differentiation. For the Vinet curve $B_0B''_0=-5.4722$, so $c_2=4.5\,(16-5.4722)+6=53.375$, and the second-order estimate is $0.12+53.375\times10^{-4}=12.534\,\%$.

| Curve, $B'_0=4$ | $c_2$ | $x=-0.01$, 2nd order | exact | $x=+0.01$, exact |
|---|---|---|---|---|
| Murnaghan | 78.000 | 12.780 % | 12.818 % | −11.255 % |
| Birch–Murnaghan | 60.500 | 12.605 % | 12.626 % | −11.415 % |
| Vinet | 53.375 | 12.534 % | 12.549 % | −11.480 % |

The three curves agree to a few tenths of a percentage point. Because $c_2>0$ on all three curves at $B'_0=4$, contraction stiffens them more than expansion softens them. A small $x$ does not by itself make the linear rule accurate: on the Vinet curve the exact changes at $x=-0.02$, $-0.03$ and $-0.05$ are 26.26 %, 41.22 % and 75.36 %, against linear values of 24 %, 36 % and 60 %.

For a biased functional on the Vinet curve, $B(V_1)=2.2510\times10^9$ Pa and $P(V_1)=6.4036\times10^7$ Pa. With $m=-4/3$,

$$\frac{B_{\rm app}-B_0}{B_0}=0.1255-\frac43\,\frac{6.4036\times10^7}{2.0\times10^9}=8.28\,\% .$$

A simple model of a monovalent metal supplies $B_0$ and $B'_0$ without assuming them. One electron is spread uniformly, with density $1/V$, over a sphere of volume $V=4\pi r^3/3$ around a unit ion, and $\kappa=e^2/4\pi\varepsilon_0$. The energy has four parts.

- Kinetic. Two spin states per volume $(2\pi)^3/V$ of wave-vector space give $1/V=k_F^3/3\pi^2$, so $k_F=\alpha/r$ with $\alpha=(9\pi/4)^{1/3}=1.919158$. The mean of $k^2$ over the Fermi sphere is $\int_0^{k_F}k^4dk/\int_0^{k_F}k^2dk=\tfrac35k_F^2$, so the energy is $A/r^2$ with $A=3\hbar^2\alpha^2/10m_e$.
- Exchange. The LDA exchange energy per electron, $-3\kappa k_F/4\pi$, is adopted as an input and gives $-C_x/r$ with $C_x=3\alpha\kappa/4\pi$. Correlation is omitted.
- Electrostatic. A shell of radius $u$ holds the fraction $3u^2du/r^3$ of the electron. Its attraction to the ion sums to $-\kappa\int_0^r3u\,du/r^3=-3\kappa/2r$. Its repulsion from the enclosed fraction $u^3/r^3$ sums to $\kappa\int_0^r3u^4du/r^6=3\kappa/5r$. The total is $-C_{\rm ws}/r$ with $C_{\rm ws}=9\kappa/10$.
- Core. Removing the attraction inside a radius $r_c$ adds back $\kappa\int_0^{r_c}3u\,du/r^3=D/r^3$, with $D=\tfrac32\kappa r_c^2$.

Thus $E=A/r^2-C/r+D/r^3$ with $C=C_x+C_{\rm ws}$. Setting $dE/dr=-2A/r^3+C/r^2-3D/r^4=0$ at $r_0$ and multiplying by $r_0^4/3$ fixes $D=(Cr_0^2-2Ar_0)/3$.

With $\hbar=1.054572\times10^{-34}$ J s, $m_e=9.109384\times10^{-31}$ kg and $\kappa=2.307078\times10^{-28}$ J m, the values are $r_0=2.97885\times10^{-10}$ m, $A=1.34898\times10^{-38}$ J m², $C=(1.05702+2.07637)\times10^{-28}=3.13339\times10^{-28}$ J m and $D=6.58918\times10^{-48}$ J m³, which corresponds to $r_c=1.38\times10^{-10}$ m. Since $r\propto V^{1/3}$, the exponents are $2/3$, $1/3$ and $1$, and the terms at $r_0$ are $1.52022$, $-10.5188$ and $2.49278$ in units of $10^{-19}$ J. In the same units,

$$S_1=\tfrac{10}{9}(1.52022)-\tfrac49(10.5188)+2(2.49278)=1.9997,$$

$$S_2=\tfrac{50}{27}(1.52022)-\tfrac{16}{27}(10.5188)+4(2.49278)=6.5530 .$$

Hence $B_0=S_1/V_0=1.806\times10^9$ Pa and $B'_0=S_2/S_1=3.277$. These digits belong to the model as defined, with correlation omitted and $D$ fitted to the chosen $a_0$; they are not predictions for a real metal. The following cases all have $x=-0.01$.

| Curve | $B'_0$ | $m$ | $-3(B'_0+m)x$ | exact |
|---|---|---|---|---|
| Vinet | 3 | 0 | 9.0 % | 9.31 % |
| Vinet | 4 | 0 | 12.0 % | 12.55 % |
| Vinet | 5 | 0 | 15.0 % | 15.86 % |
| Vinet | 4 | +1 | 15.0 % | 15.75 % |
| Vinet | 4 | −4/3 | 8.0 % | 8.28 % |
| Vinet | 4 | −2 | 6.0 % | 6.14 % |
| Model metal | 3.277 | 0 | 9.83 % | 10.26 % |
| Model metal | 3.277 | −4/3 | 5.83 % | 6.04 % |
| Model metal | 3.277 | −2 | 3.83 % | 3.92 % |

The model metal lies close to the threshold by construction. Write $e_A=A/r_0^2$ and $e_C=C/r_0$. Equilibrium sets the core term to $(e_C-2e_A)/3$, so $S_1=\tfrac29(e_C-e_A)$, $S_2=(20e_C-22e_A)/27$ and $B'_0=\tfrac{10}{3}-\tfrac13\,e_A/(e_C-e_A)$. This is the value $10/3$ of the pair $n=1$, $k=1/3$ from (c), lowered slightly by the kinetic term. Its $B'_0$ is below $10/3$, so the linear estimate for $m=0$ falls short of ten percent, and only the higher-order terms carry it over. If the overbinding comes instead from too strong a $1/r$ attraction, an increase of 1.735 % in $C$ shortens the lattice constant by one percent and raises $B$ by only 6.04 %. The value of $m$ for LDA in a real solid is not fixed by this argument; it must be read from the difference between the LDA curve and a better one.

The numerical check below uses none of the expansions to produce the exact columns. It obtains $P$ and $B$ by finite differences of each energy $E(V)$ in 60-digit arithmetic, and $B'$ and $B''$ by solving $P(V)=p$ for $V$ and differencing $B$ in $p$. It tests the slope $-3B'_0$, the coefficient $c_2$, the scaling of the remainders when $x$ is halved, the slope $-3(B'_0+m)$ at minima located by root finding, the rule $B'_0=n+k+2$, and the sums $S_1$ and $S_2$. The kinetic and electrostatic coefficients are compared with quadrature, the exchange coefficient with the libxc implementation of LDA exchange, and $d\ln B/d\ln V=-B'$ is verified symbolically for arbitrary $E(V)$.

## Table of computed values

```
input a0 = 6.0500e-10 m, V0 = a0^3/2 = 1.10723e-28 m^3
input B0 = 2.000e+09 Pa, B' = 4.0, x = -0.010
a1 = 5.98950e-10 m, V1/V0 = 0.970299, s = -0.030151
linear: dB/B0 = 12.00 %, B = 2.2400e+09 Pa
linear: P = -3 B0 x = 6.0000e+07 Pa
Murnaghan: B0B'' = 0.0000, c2 = 78.000
  x=-0.01: P = 6.4089e+07 Pa, B = 2.2564e+09 Pa
  x=-0.01: exact 12.818 %, 2nd order 12.780 %
  x=+0.01: exact -11.255 %, 2nd order -11.220 %
Birch-M3: B0B'' = -3.8889, c2 = 60.500
  x=-0.01: P = 6.4051e+07 Pa, B = 2.2525e+09 Pa
  x=-0.01: exact 12.626 %, 2nd order 12.605 %
  x=+0.01: exact -11.415 %, 2nd order -11.395 %
Vinet: B0B'' = -5.4722, c2 = 53.375
  x=-0.01: P = 6.4036e+07 Pa, B = 2.2510e+09 Pa
  x=-0.01: exact 12.549 %, 2nd order 12.534 %
  x=+0.01: exact -11.480 %, 2nd order -11.466 %
B' for 10 % at x=-0.01: linear 3.3333, Murnaghan 3.1611
Vinet B'=3, x=-0.01: linear 9.0 %, exact 9.31 %
Vinet B'=4, x=-0.01: linear 12.0 %, exact 12.55 %
Vinet B'=5, x=-0.01: linear 15.0 %, exact 15.86 %
Vinet B'=6, x=-0.01: linear 18.0 %, exact 19.24 %
Vinet B'=4, x=-0.02: linear 24.0 %, exact 26.26 %
Vinet B'=4, x=-0.03: linear 36.0 %, exact 41.22 %
Vinet B'=4, x=-0.05: linear 60.0 %, exact 75.36 %
Vinet+bias m=+1.0000: linear 15.00 %, exact 15.75 %
Vinet+bias m=+0.0000: linear 12.00 %, exact 12.55 %
Vinet+bias m=-1.3333: linear 8.00 %, exact 8.28 %
Vinet+bias m=-2.0000: linear 6.00 %, exact 6.14 %
two powers n=1.000, k=0.333: B' = 3.3333, 3B' = 10.00
two powers n=4.000, k=2.000: B' = 8.0000, 3B' = 24.00
hbar = 1.054572e-34 J s, m_e = 9.109384e-31 kg
e^2/(4 pi eps0) = 2.307078e-28 J m, alpha = 1.919158
model r0 = 2.97885e-10 m, kF = 6.44261e+09 1/m
model A = 1.34898e-38 J m^2
model Cx = 1.05702e-28 J m, Cws = 2.07637e-28 J m, C = 3.13339e-28 J m
model D = 6.58918e-48 J m^3, r_c = 1.3799e-10 m
model e_i (n=2/3,1/3,1) = 1.52022e-19, -1.05188e-18, 2.49278e-19 J
model S1 = 1.99968e-19 J, S2 = 6.55299e-19 J
model B0 = 1.8060e+09 Pa, B' = 3.2770, B0B'' = -2.5760
model x=-0.01: P = 5.7212e+07 Pa, B(V1) = 1.9913e+09 Pa
model+bias m=+0.0000: linear 9.83 %, exact 10.26 %
model+bias m=-1.3333: linear 5.83 %, exact 6.04 %
model+bias m=-2.0000: linear 3.83 %, exact 3.92 %
model: increase of C giving x=-0.01: dC/C = 1.735 %
```
